# Integrated and Symmetrised Photoemission Spectra: Occupation and Particle-Hole Symmetry, part 1

(Sections cited here and not found follow in the second part.)

## First half: the integrated spectrum

An angle-resolved photoemission experiment sends light of photon energy $h\nu$ onto a crystal and counts the emitted electrons by energy and direction. Consider one two-dimensional band, so that the momentum parallel to the surface, which the surface conserves up to a reciprocal-lattice vector, fixes the crystal momentum $k$. Everything refers to one spin direction. The operator $c_k$ removes an electron of momentum $k$ from the crystal.

The crystal starts in thermal equilibrium. Let $H$ be its Hamiltonian, $N$ its electron number, $\mu$ its chemical potential, and

$$K=H-\mu N,\qquad K|m\rangle=K_m|m\rangle,\qquad p_m=\frac{e^{-\beta K_m}}{\mathcal Z},\qquad \mathcal Z=\sum_m e^{-\beta K_m},$$

with $\beta=1/(k_BT)$. The states $|m\rangle$ are chosen to have definite electron number. The derivation uses $\hbar=1$. Energies in the worked example are in meV, the natural scale of the experiment, and those of a small lattice model are in units of its hopping energy $t$.

### (a) From the photocurrent to a removal spectrum

**Question.** The light couples the crystal to an outgoing state $f$ through $V=M\,a_f^\dagger c_k$, where $a_f^\dagger$ creates the outgoing electron and $M$ is a one-electron matrix element. Assume the sudden approximation: the outgoing electron does not interact with the crystal it leaves. Express the intensity through the states of the crystal.

**Solution.** Before absorption there is no electron in $f$, so $a_f|m\rangle=0$. In the sudden approximation the final state is a product: the crystal is in an eigenstate $|n\rangle$ with one electron fewer, and the outgoing electron is in $f$. Since $a_fa_f^\dagger=1-a_f^\dagger a_f$ acts as unity when $f$ is empty,

$$\langle n|a_f\,V|m\rangle=M\langle n|a_fa_f^\dagger c_k|m\rangle=M\langle n|c_k|m\rangle .$$

The golden rule, to lowest order in the light field and averaged over initial states, gives the rate

$$w_f=2\pi|M|^2\sum_{mn}p_m|\langle n|c_k|m\rangle|^2\,\delta(E_n+\varepsilon_f-E_m-h\nu).$$

Here $E_m$ and $E_n$ are eigenvalues of $H$, and $\varepsilon_f$ is the energy of the outgoing electron on the same energy scale. Because $|m\rangle$ has one electron more than $|n\rangle$,

$$E_m-E_n=K_m-K_n+\mu .$$

Define the energy measured from the chemical potential as $\omega=\varepsilon_f-h\nu-\mu$. The argument of the delta function is then $\omega-(K_m-K_n)$. The density of outgoing states and the factor $2\pi|M|^2$ are collected into $I_0(k)$, so that

$$I(k,\omega)=I_0(k)A^-(k,\omega),$$

$$A^-(k,\omega)=\sum_{mn}p_m|\langle n|c_k|m\rangle|^2\,\delta(\omega-K_m+K_n).$$

The sign of $\omega$ can be checked at zero temperature. The initial state then has the lowest value of $K$, so $K_m-K_n\le0$, and the emission lies at $\omega\le0$.

Two further assumptions have entered. There is no background of electrons that scattered on their way out, and the detected electron couples to the single operator $c_k$. If several orbitals contributed, the intensity would contain interference terms between them. From here on, $I_0(k)$ is also taken to be constant over the energy window of the spectrum.

### (b) The energy integral

**Question.** What does the integral of $I(k,\omega)$ over all $\omega$ measure? Find a second expression for the same quantity that does not use a spectrum.

**Solution.** Each delta function integrates to one. Writing the squared modulus as a product gives

$$\int_{-\infty}^{\infty}A^-(k,\omega)\,d\omega=\sum_{mn}p_m\langle m|c_k^\dagger|n\rangle\langle n|c_k|m\rangle .$$

The states $|n\rangle$ form a complete set, so $\sum_n|n\rangle\langle n|=1$, and

$$\int_{-\infty}^{\infty}A^-(k,\omega)\,d\omega=\sum_mp_m\langle m|c_k^\dagger c_k|m\rangle=\langle c_k^\dagger c_k\rangle\equiv n(k).$$

Hence

$$\boxed{\int_{-\infty}^{\infty}I(k,\omega)\,d\omega=I_0(k)\,n(k).}$$

The interactions inside the crystal may be of any strength. They decide how the removal weight is distributed in energy, while its sum is the occupation.

For the second expression, add $\lambda c_k^\dagger c_k$ to $K$. This shifts the one-electron energy at $k$ by $\lambda$. The grand potential is

$$\Omega(\lambda)=-\frac1\beta\ln\operatorname{Tr}e^{-\beta(K+\lambda c_k^\dagger c_k)} .$$

The added operator need not commute with $K$. Expand the exponential in powers: with $X=K+\lambda c_k^\dagger c_k$, the derivative of $\operatorname{Tr}X^r$ is a sum of $r$ traces, each with $c_k^\dagger c_k$ in a different position. Cyclic permutation makes them equal, so the derivative is $r\operatorname{Tr}(X^{r-1}c_k^\dagger c_k)$. Summing the series,

$$\frac{d}{d\lambda}\operatorname{Tr}e^{-\beta X}=-\beta\operatorname{Tr}\!\left(e^{-\beta X}c_k^\dagger c_k\right),$$

and therefore

$$\left.\frac{d\Omega}{d\lambda}\right|_{\lambda=0}=\frac{\operatorname{Tr}(e^{-\beta K}c_k^\dagger c_k)}{\mathcal Z}=n(k).$$

This form needs only the energy levels of a slightly changed Hamiltonian.

### (c) Where the Fermi function comes from

**Question.** Define the full spectral function $A=A^-+A^+$, where $A^+$ describes the addition of an electron. Show how $A^-$ is related to $A$, and find the integral of $A$. Check the result on an interacting system.

**Solution.** Adding an electron takes $|n\rangle$ to $|m\rangle$ with amplitude $\langle m|c_k^\dagger|n\rangle=\langle n|c_k|m\rangle^*$ and initial probability $p_n$. The energy of addition is again $K_m-K_n$. Therefore

$$A^+(k,\omega)=\sum_{mn}p_n|\langle n|c_k|m\rangle|^2\,\delta(\omega-K_m+K_n).$$

For each pair of states the removal part is the fraction $p_m/(p_m+p_n)$ of the total. Dividing numerator and denominator by $p_m$,

$$\frac{p_m}{p_m+p_n}=\frac{1}{1+e^{\beta(K_m-K_n)}}=f(K_m-K_n),\qquad f(\omega)=\frac1{e^{\beta\omega}+1}.$$

The delta function sets $K_m-K_n=\omega$, so the fraction is the same for all pairs that contribute at $\omega$:

$$A^-(k,\omega)=f(\omega)A(k,\omega),\qquad I(k,\omega)=I_0(k)f(\omega)A(k,\omega).$$

The free-particle form of $f$ does not mean that the electrons are free. It follows from the ratio of Boltzmann weights in equilibrium.

Completeness, used in $A^+$ as in (b), gives $\int A^+d\omega=\langle c_kc_k^\dagger\rangle$. Adding the two parts,

$$\int_{-\infty}^{\infty}A(k,\omega)\,d\omega=\langle c_k^\dagger c_k+c_kc_k^\dagger\rangle=1 .$$

For the check, take a Hubbard ring of four sites:

$$H=\sum_{j\sigma}\left[-t\,c_{j\sigma}^\dagger c_{j+1,\sigma}-t_2\,c_{j\sigma}^\dagger c_{j+2,\sigma}+\text{h.c.}\right]+U\sum_jn_{j\uparrow}n_{j\downarrow}.$$

On four sites the sum over $j$ meets each second-neighbour bond twice; this is part of the definition of $t_2$. The ring has $2^8=256$ states and can be diagonalised completely. With $U=4t$, $k_BT=0.25t$, $t_2=-0.3t$ and $\mu=1.0t$, the occupations are as follows.

| $k$ | $\int fA\,d\omega$ | $d\Omega/d\lambda$ |
|---|---|---|
| $0$ | 0.78366 | 0.78366 |
| $\pi/2$ | 0.50086 | 0.50086 |
| $\pi$ | 0.08116 | 0.08116 |

The column $\int fA\,d\omega$ uses the matrix elements and the Fermi function. The column $d\Omega/d\lambda$ uses energy levels alone, with a small finite shift $\lambda$. They agree to all printed digits.

### (d) What a measured integral contains

**Question.** Under which conditions does the area under a measured spectrum give $n(k)$? Consider the matrix element, the energy resolution and a finite energy window.

**Solution.** The area is $I_0(k)n(k)$. A change of area with $k$ can come from either factor, so $I_0(k)$ must be known before the area is read as an occupation. If $I_0$ also varied with energy, the integral would be a weighted average of the removal spectrum and would not factorise in this way.

Energy resolution replaces $I(\omega)$ by $\int R(\omega-\omega')I(\omega')\,d\omega'$, where $\int R\,d\omega=1$. Integrating over $\omega$ first gives one for every $\omega'$, so the area is unchanged. Momentum resolution does not have this property: it averages $I_0(k)n(k)$ over neighbouring momenta and smears any step in $n(k)$.

A window from $-W$ to $W$ misses the removal weight outside it. Suppose that the spectral function contains a Lorentzian of half width $\Gamma$ centred at $E$,

$$L(\omega-E)=\frac{\Gamma/\pi}{(\omega-E)^2+\Gamma^2}.$$

For $W\gg k_BT$ the Fermi function is practically one below $-W$ and zero above $W$. The lost weight is then

$$\int_{-\infty}^{-W}L(\omega-E)\,d\omega=\frac12-\frac1\pi\arctan\frac{W+E}{\Gamma}\simeq\frac{\Gamma}{\pi(W+E)},$$

where the last form holds for $W+E\gg\Gamma$. The loss falls only as $1/W$, because a Lorentzian has long tails.

### (e) A level mixed with a second level

**Question.** In a mean-field model, the state at $k$ with energy $\varepsilon$ is mixed by a real coupling $\Delta$ with a second level at $\varepsilon'$. Both have the half width $\Gamma$. Find $A$ and the occupation. Evaluate them at $\varepsilon=0$ for $\varepsilon'=0$ and for $\varepsilon'=30$ meV, with $\Delta=20$ meV, $\Gamma=4$ meV and $T=100$ K.

**Solution.** In mean field the commutators of $c_k$ and of the second operator with $K$ close on these two operators, through the symmetric matrix with diagonal $\varepsilon,\varepsilon'$ and off-diagonal $\Delta$. Its eigenvectors define fermion operators $\gamma_\pm$ with $[\gamma_\pm,K]=E_\pm\gamma_\pm$, and $c_k=u_+\gamma_++u_-\gamma_-$, where $u_\pm$ are the first components of the normalised eigenvectors. Taking matrix elements gives $(K_m-K_n-E_\pm)\langle n|\gamma_\pm|m\rangle=0$, so $\gamma_\pm$ contributes to the sum of (c) only at $\omega=E_\pm$. Because $E_+\ne E_-$ there are no cross terms, and completeness gives the weight $u_\pm^2\langle\gamma_\pm^\dagger\gamma_\pm+\gamma_\pm\gamma_\pm^\dagger\rangle=u_\pm^2$. The width is a model assumption: each delta function is replaced by a Lorentzian of half width $\Gamma$. With $z=\omega+i\Gamma$, the positions $E_\pm$ and weights $u_\pm^2$ are the poles and residues of $G=\sum_\pm u_\pm^2/(z-E_\pm)$, which is the corner element of an inverse $2\times2$ matrix:

$$G=\left[\begin{pmatrix}z-\varepsilon&-\Delta\\-\Delta&z-\varepsilon'\end{pmatrix}^{-1}\right]_{11}=\frac{z-\varepsilon'}{(z-\varepsilon)(z-\varepsilon')-\Delta^2}.$$

The denominator vanishes at

$$E_\pm=\frac{\varepsilon+\varepsilon'}2\pm\sqrt{\left(\frac{\varepsilon-\varepsilon'}2\right)^2+\Delta^2}.$$

Partial fractions give $G=Z_+/(z-E_+)+Z_-/(z-E_-)$ with

$$Z_+=\frac{E_+-\varepsilon'}{E_+-E_-},\qquad Z_-=\frac{\varepsilon'-E_-}{E_+-E_-}=1-Z_+ .$$

Setting $z=\varepsilon'$ in the denominator shows that $(\varepsilon'-E_+)(\varepsilon'-E_-)=-\Delta^2$. Thus $\varepsilon'$ lies between the poles and both weights are positive. Since $-\operatorname{Im}(\omega-E+i\Gamma)^{-1}/\pi=L(\omega-E)$,

$$A(\omega)=-\frac1\pi\operatorname{Im}G=Z_+L(\omega-E_+)+Z_-L(\omega-E_-).$$

The occupation requires the thermal average of one Lorentzian. Taking the logarithmic derivative of the product $\cosh(x/2)=\prod_{r\ge0}[1+x^2/((2r+1)^2\pi^2)]$, and setting $x=\beta\omega$, gives

$$f(\omega)=\frac12-\frac12\tanh\frac{\beta\omega}2=\frac12-2k_BT\sum_{r=0}^\infty\frac{\omega}{\omega^2+\nu_r^2},\qquad\nu_r=(2r+1)\pi k_BT .$$

For each sign of $\omega$ the terms have one sign, so the sum may be integrated term by term. Each term is the real part of $1/(\omega+i\nu_r)$, which is analytic in the upper half plane. Closing the contour there encloses just the pole of $L$ at $E+i\Gamma$, whose residue replaces $\omega$ by $E+i\Gamma$:

$$\int L(\omega-E)\frac{\omega}{\omega^2+\nu_r^2}\,d\omega=\operatorname{Re}\frac1{E+i(\Gamma+\nu_r)}=\frac{E}{E^2+(\Gamma+\nu_r)^2}.$$

The digamma function obeys $\operatorname{Im}\psi(y)=\sum_{r\ge0}\operatorname{Im}y/|r+y|^2$. With $y=\tfrac12+(\Gamma+iE)/(2\pi k_BT)$ one has $r+y=(\nu_r+\Gamma+iE)/(2\pi k_BT)$, and the sum becomes

$$\int fL\,d\omega=\frac12-\frac1\pi\operatorname{Im}\psi\!\left(\frac12+\frac{\Gamma+iE}{2\pi k_BT}\right).$$

The occupation $n$ is the sum of this expression over the two poles, weighted with $Z_\pm$.

At $100$ K, $k_BT=8.617$ meV. For $\varepsilon'=0$ the poles are $\pm20$ meV with weights $0.5$, and $n=0.500$. For $\varepsilon'=30$ meV,

$$E_\pm=15\pm\sqrt{15^2+20^2}=15\pm25=40,\,-10\ \text{meV},\qquad Z_+=\frac{40-30}{50}=0.2,\quad Z_-=0.8 .$$

Sharp levels would give $0.8f(-10)+0.2f(40)\simeq0.8(0.761)+0.2(0.010)=0.611$. With the width included, $n=0.580$. Direct quadrature of $fA$ confirms the digamma formula in both cases. A window of $\pm200$ meV loses $0.0064$ in each case, which is about $1.3\%$ of $n$ in the first and $1.1\%$ in the second.

## Second half: symmetrising about the Fermi level

The following is carried over. The energy $\omega$ is measured from the chemical potential, $\beta=1/(k_BT)$, and $f$ is the Fermi function. The intensity is $I(k,\omega)=I_0(k)f(\omega)A(k,\omega)$ with $\int A\,d\omega=1$ and $\int I\,d\omega=I_0(k)n(k)$. A level at $\varepsilon$ mixed by $\Delta$ with a level at $\varepsilon'$ has Lorentzian peaks $L$ of half width $\Gamma$ at $E_\pm$, with weights $Z_\pm$. The example has $\Delta=20$ meV, $\Gamma=4$ meV and $T=100$ K.

The Fermi function suppresses the part of $A$ that lies more than a few $k_BT$ above the chemical potential. This half examines what is obtained by adding to the spectrum its mirror image about $\omega=0$:

$$S(k,\omega)=\frac{I(k,\omega)+I(k,-\omega)}{I_0(k)} .$$

### (f) When does symmetrisation return the spectral function?

**Question.** Find the necessary and sufficient condition for $S(k,\omega)=A(k,\omega)$ at all $\omega$ when $T>0$. What changes at $T=0$?

**Solution.** The Fermi function obeys

$$f(-\omega)=\frac1{e^{-\beta\omega}+1}=\frac{e^{\beta\omega}}{1+e^{\beta\omega}}=1-f(\omega).$$

Leaving out the label $k$,

$$S(\omega)=f(\omega)A(\omega)+[1-f(\omega)]A(-\omega).$$

Subtract $A(\omega)=f(\omega)A(\omega)+[1-f(\omega)]A(\omega)$:

$$\boxed{S(\omega)-A(\omega)=[1-f(\omega)]\,[A(-\omega)-A(\omega)].}$$

At $T>0$ the first factor is positive at every finite $\omega$. The left side therefore vanishes for all $\omega$ if and only if

$$A(k,\omega)=A(k,-\omega)\quad\text{for all }\omega .$$

To see what remains of the Fermi function otherwise, split $A$ into its even part $A_e(\omega)=[A(\omega)+A(-\omega)]/2$ and its odd part $A_o(\omega)=[A(\omega)-A(-\omega)]/2$. Then $A(\pm\omega)=A_e\pm A_o$, and

$$S=f(A_e+A_o)+(1-f)(A_e-A_o)=A_e+(2f-1)A_o=A_e-\tanh\!\left(\frac{\beta\omega}2\right)A_o .$$

The last step uses $2f-1=(1-e^{\beta\omega})/(1+e^{\beta\omega})=-\tanh(\beta\omega/2)$. The thermal factor multiplies the odd part. It drops out of $S$ when $A_o=0$ and not otherwise, so "the Fermi function is removed" and "$S$ equals $A$" are the same condition.

At $T=0$, $f=1$ for $\omega<0$ and $f=0$ for $\omega>0$. Then

$$S(\omega)=A(-|\omega|)\qquad(\omega\ne0).$$

The occupied side is now correct without any symmetry, and the empty side is its copy. The need for symmetry thus refers to $T>0$, or at $T=0$ to the empty side. At low but finite temperature the error at $\omega<0$ carries the factor $1-f(\omega)=f(|\omega|)$, which is exponentially small for $|\omega|\gg k_BT$.

We have shown that the energy-integrated intensity is $I_0(k)n(k)$, and that at $T>0$ symmetrisation returns the spectral function if and only if $A(k,\omega)$ is even in $\omega$. It remains to find what holds without that symmetry, when particle-hole symmetry supplies it, whether half occupation is enough, and how symmetrisation can mislead when it is absent.

All numerical values are calculated from the stated model.
